# Partial-wave electronic pressure in the atomic-sphere approximation, part 2

How much does each partial wave contribute to the electronic pressure \(P\) of a crystal? In a model sphere of radius 0.15 nm, one s electron gives +17.7 GPa and five d electrons give −92.9 GPa. The d electrons occupy four levels equally; the most tightly bound gives −63.3 GPa and the least bound +6.9 GPa.

Each atomic cell is replaced by a sphere of radius \(S\) and volume \(\Omega=4\pi S^3/3\). Lengths are in nm and energies in eV; \(\kappa=\hbar^2/(2m)=0.0381\) eV nm², with \(m\) the electron mass, and \(e\) is the elementary charge. A state of energy \(E\) has radial parts \(R_L(r)\), \(L=(l,m)\), where this \(m\) is the magnetic index, with
\[
\sum_L N_L=1,\qquad N_L=\int_0^S |R_L|^2r^2\,dr. \tag{1}
\]
The logarithmic derivative is \(D_l=SR_L'(S)/R_L(S)\), the potential is \(V_l(r)\), and the local kinetic energy is \(K_l=E-V_l(S)\). At fixed \(S\),
\[
|R_L(S)|^2\,\delta D_l
=\frac{1}{\kappa S}\int_0^S
(\delta V_l-\delta E)|R_L|^2r^2\,dr. \tag{7}
\]
The pressure of a state obeys
\[
3P\Omega=-3\Omega\frac{dE}{d\Omega}=-S\frac{dE}{dS}, \tag{10}
\]
Waves continue outside their spheres as zero-kinetic-energy tails. A matrix \(T\) relates incoming to outgoing tails, and is unchanged when spheres and spacings grow together. For small changes of a nondegenerate state this requires
\[
\sum_L|R_L(S)|^2\,dD_l=0. \tag{20}
\]
Theorem 1 follows for a potential frozen during the expansion:
\[
3P\Omega=-S\frac{dE}{dS}=\sum_L\kappa S|R_L(S)|^2
\left[(D_l-l)(D_l+l+1)+\frac{S^2K_l}{\kappa}\right]. \tag{21}
\]
The first term in the bracket is the angular factor. A single wave held at a prescribed \(D_l=D\) has \(N_L=1\) and obeys the one-term case of (21). Below, \(E_F\) is the Fermi energy. The computed results also list tests of (21) for single waves in a frozen well and for coupled s, p and d waves in a chain of touching spheres.

### Density-of-states form

At a given energy, every state has the same radial shape for a given \(l\). Let \(\phi_l(E,r)\) be that shape with unit norm in the sphere, so that \(|R_L(S)|^2=N_L\phi_l(E,S)^2\). Sum (21) over occupied states, and let \(n_l(E)\) be the density of states per atom weighted by \(N_L\), with magnetic indices and spins included. Then
\[
3P\Omega=\sum_l\int^{E_F}\!dE\,n_l(E)\,\kappa S\phi_l(E,S)^2
\left[(D_l-l)(D_l+l+1)+\frac{S^2K_l}{\kappa}\right]. \tag{25}
\]
Each \(l\) has its own integral, which defines the l-resolved pressure for a frozen potential. The division refers to angular momentum about the sphere centre; the sum is what equals an energy derivative.

### Interacting electrons

In a real calculation the potential changes when the sphere expands. Take a local-density functional with exchange-correlation energy \(\varepsilon_{xc}(n)\) per electron, and let
\[
\mu_{xc}=\frac{d(n\varepsilon_{xc})}{dn}.
\]
The spheres are neutral, and the electrostatic energy between them is neglected. Let \(V_H\) be the Hartree potential energy of the spherical density \(n(r)\). The potential is \(V_l=V_l^{\rm ion}+v\), with \(v=V_H+\mu_{xc}\) and an ionic part that does not depend on \(S\).

**Theorem 2 (self-consistent electrons).** At fixed occupations \(f_i\), the total electronic pressure is the sum of (21) over states, with \(K_l\) replaced by
\[
\bar K_l=E-V_l^{\rm ion}(S)-V_H(S)-\varepsilon_{xc}(n(S)). \tag{26}
\]

*Proof.* The total energy per sphere is
\[
W=\sum_if_iE_i-\int nv\,d^3r+\frac12\int nV_H\,d^3r
+\int n\varepsilon_{xc}\,d^3r. \tag{27}
\]
The second term removes the screening energy contained in the levels, and the last two restore the Hartree and exchange-correlation energies with their proper weights.

Let the radius grow by \(dS\). The density inside the old sphere changes by \(\delta n\) and the screening potential by \(\delta v\). The new shell has volume \(4\pi S^2dS\) and density \(n(S)\). The levels change for two reasons. The expansion at frozen potential gives \(dE_i|_{\rm fr}\), described by Theorem 1. The change \(\delta v\) gives a further \(\delta E_i\), found from (7) and the condition (20) at fixed radius:
\[
0=\sum_L\int_0^S(\delta v-\delta E_i)|R_L|^2r^2\,dr .
\]
By the normalization (1), \(\delta E_i\) is the mean of \(\delta v\) in the state. Summed over states, these shifts give \(\int n\,\delta v\,d^3r\). The changes of the four terms in (27) are
\[
\begin{aligned}
d\sum_if_iE_i&=\sum_if_i\,dE_i|_{\rm fr}+\int n\,\delta v\,d^3r,\\
-d\int nv\,d^3r&=-\int(v\,\delta n+n\,\delta v)\,d^3r
-4\pi S^2dS\,n(S)v(S),\\
d\,\frac12\int nV_H\,d^3r&=\int V_H\,\delta n\,d^3r
+4\pi S^2dS\,n(S)V_H(S),\\
d\int n\varepsilon_{xc}\,d^3r&=\int\mu_{xc}\,\delta n\,d^3r
+4\pi S^2dS\,n(S)\varepsilon_{xc}(n(S)).
\end{aligned}
\]
In the third line the factor one half has gone because the Hartree energy is quadratic and symmetric in the density. On adding the lines, the terms in \(n\,\delta v\) cancel. Those in \(\delta n\) cancel because \(v=V_H+\mu_{xc}\). The shell terms leave
\[
dW=\sum_if_i\,dE_i|_{\rm fr}
+4\pi S^2dS\,n(S)(\varepsilon_{xc}-\mu_{xc})_S. \tag{28}
\]
Division by \(-d\Omega=-4\pi S^2dS\) shows that the pressure gains
\[
\Delta P=n(S)(\mu_{xc}-\varepsilon_{xc})_S. \tag{29}
\]
To distribute this over partial waves, use \(4\pi n(S)=\sum_if_i\sum_L|R_L(S)|^2\). Then \(3\Omega\,\Delta P=S^3\sum_if_i\sum_L|R_L(S)|^2(\mu_{xc}-\varepsilon_{xc})_S\). In (21) the local kinetic energy also enters as \(S^3|R_L(S)|^2K_l\). Adding the two replaces \(\mu_{xc}\) by \(\varepsilon_{xc}\), which is (26). \(\square\)

For a neutral sphere whose ionic potential is Coulombic at \(S\), the electrostatic terms cancel and \(\bar K_l=E-\varepsilon_{xc}(n(S))\). At zero temperature, occupations may move between states at the Fermi level. Since \(\partial W/\partial f_i=E_i\) and the electron number is fixed, such moves do not change \(W\) to first order, so (26) still applies.

The result changes if the lattice is sheared or if \(S\) is varied at fixed spacing, because \(T\) then changes. It also changes for charged spheres, whose mutual energy has its own pressure, and for functionals of the density gradient, for which the shell term is not \(n\varepsilon_{xc}(n)\).

### A transition-metal-like sphere

The model has \(S=0.15\) nm and six valence electrons. Its ion has the potential
\[
V_l^{\rm ion}(r)=-\frac{6e^2}{r}\,{\rm erf}\!\left(\frac rb\right)
+A_le^{-(r/b)^2},\qquad b=0.05\ {\rm nm},
\]
with \(A_s=437\) eV and \(A_d=-238\) eV. These strengths were chosen to put the s level with \(D=0\) near −6 eV and the d level with \(D=-3\) near −3 eV, and then rounded. They stay fixed when \(S\) changes. Exchange is that of the uniform electron gas, and correlation is that of Perdew and Wang. One s electron has \(D=0\). The five d electrons are shared equally among \(D=0,-1,-2,-3\), a coarse sampling of an occupied band.

For the d group with \(D=0\), \(|R(S)|^2=421.0\) nm⁻³ and \(\bar K=0.726\) eV. Its bracket is
\[
-6+\frac{0.0225\times0.726}{0.0381}=-5.57 .
\]
With 1.25 electrons,
\[
3P\Omega=1.25\times0.0381\times0.15\times421.0\times(-5.57)
=-16.8\ {\rm eV}.
\]
Division by \(3\Omega=0.04241\) nm³ gives −395 eV/nm³. Since 1 eV/nm³ is 0.1602 GPa, the pressure is −63.3 GPa. For \(D=-3\) the angular factor vanishes, and \(\bar K=4.33\) eV leaves a positive bracket of 2.56. The surface density of that wave is smaller, 99.5 nm⁻³, so the group contributes only +6.9 GPa. This accounts for the opposite signs in the opening example. The groups at \(D=-1\) and \(D=-2\) contribute −29.0 and −7.4 GPa.

The total is −75.2 GPa. In energy units the surface formula gives \(3P\Omega=-19.899\) eV, and differencing self-consistent total energies gives the same value. At \(S=0.13\) nm both routes give −4.272 eV. The shell term matters: the frozen-potential sum alone is −10.3 GPa. With \(n(S)=184.1\) nm⁻³, \(\mu_{xc}=-9.450\) eV and \(\varepsilon_{xc}=-7.252\) eV, equation (29) gives
\[
\Delta P=184.1\times(-2.20)\times0.1602=-64.9\ {\rm GPa},
\]
which makes up the difference.

With \(D\), occupations and ion held fixed, the s pressure falls from 154 GPa at 0.13 nm to 17.7 GPa at 0.15 nm and −9.6 GPa at 0.17 nm. For an s wave with \(D=0\) the angular factor is zero, so its pressure has the sign of \(\bar K_s\). The change of sign between 0.15 and 0.16 nm means that \(\bar K_s\) passes through zero there. The d pressure is negative at all five tabulated radii, and weakens from −179 to −47 GPa over the same range. The total is also negative at each of them, so the table contains no zero-pressure radius. The model reaches zero pressure between 0.125 nm, where the total is +27 GPa, and 0.13 nm.

### The real case and the size of what is left out

The radius and electron count are roughly those of molybdenum, whose atomic-sphere radius is about 0.155 nm. A real crystal at ambient conditions is close to zero pressure, so the model's −75 GPa is not a prediction for that metal. The core strengths were set by two level positions and not by an atom. The model's own zero-pressure radius, just below 0.13 nm, is far from that of the metal. The model has no core electrons, no valence p waves and no hybridization between s and d waves, and its s and d occupations do not change with \(S\). The pressure errors from these omissions have not been sized.

The largest effect that was sized is the band sampling. Placing all five d electrons at the mean value \(D=-1.5\) shifts the total by +26 GPa, about 35% of its magnitude. A finer sampling also matters. With the five d electrons shared equally among 16 levels, at the midpoints of equal intervals of \(D\) between 0 and −3, the total is −64 GPa instead of −75 GPa. The most tightly bound quarter then contributes −49 GPa and the least bound quarter +2 GPa. The signs survive this refinement, but not every choice of weights: if the levels are spread evenly in energy instead of in \(D\), the least bound quarter contributes about −3 GPa. The s electron has its own sampling error. Spreading it evenly over \(D\) between 0 and −1 shifts the total by about +30 GPa. These choices add up: with the s electron spread in this way and the 16 d levels even in \(D\), the total is about −33 GPa, while with one s level at \(D=0\) and 16 d levels even in energy it is about −101 GPa. The −75 GPa is therefore the value for the four chosen d levels and the one s level, and not a converged band pressure. The interval from 0 to −3 is itself a choice. In a bcc lattice with d tails only, the lower half of the band spans \(D\) from about +0.1 to −4.2, and 16 levels drawn from that distribution, with the one s level, give a total of roughly −80 GPa. For a metal the energy integral (25) should therefore be evaluated, with \(\bar K_l\) in place of \(K_l\).

Replacing the sphere by a bcc cell changes the electrostatic energy. For a point charge \(q\) in a uniform neutralizing charge, the energy is \(-0.8959q^2/S\) in the bcc lattice and \(-0.9q^2/S\) in the sphere. Taking the surface density as the uniform density gives \(q=n(S)\Omega e=2.60e\). At fixed \(q\) the difference varies as \(1/S\), so by (10) it equals its own \(3P\Omega\), and the pressure is +1.0 GPa. In the model, however, \(q\) falls by about 1.5% when \(S\) grows by 1%. Including this change raises the correction to about +4 GPa.

At 300 K, classical vibrations have thermal energy \(3k_BT\) per atom. With a chosen Grüneisen parameter of 2 their pressure is \(6k_BT/\Omega=1.8\) GPa. The thermal electronic pressure, estimated with two states per eV and a free-electron volume dependence, is 0.02 GPa. The mass-velocity correction within this soft potential is also 0.02 GPa. That figure does not represent a real core, where the potential is far deeper.

## Computed results

```
hbar^2/2m = 0.038100 eV nm^2; e^2 = 1.439965 eV nm
Frozen well -20 exp[-(r/0.08 nm)^2] eV, S=0.15 nm
l, D, level: E (eV), 3P Omega formula / difference (eV)
0,   0, 0:   -4.2549,   -8.69257 /   -8.69257
0,  -1, 1:   28.5555,   66.28648 /   66.28648
1,  -2, 0:   12.9074,   23.57080 /   23.57080
2,   0, 0:   16.6788,   29.44871 /   29.44871
2,  -3, 0:   31.0882,   58.69145 /   58.69145
2, -50, 0:   49.0267,   96.16460 /   96.16460
3,   1, 0:   23.5952,   43.07115 /   43.07115
Coupled chain: phase=1.1 rad, S/spacing=0.5
band 0: E=-0.99796 eV; s,p,d weights=0.9682, 0.0313, 0.0004
  D_s,D_p,D_d = -1.0296, 0.8275, 1.9420
  s,p,d 3P Omega = -0.49186, -0.17229, -0.00258 eV
  sum / energy difference = -0.666731 / -0.666731 eV
band 1: E=15.98917 eV; s,p,d weights=0.0976, 0.8142, 0.0882
  D_s,D_p,D_d = 2.6063, -3.2654, 0.0971
  s,p,d 3P Omega = 4.28128, 24.64187, 2.47425 eV
  sum / energy difference = 31.397412 / 31.397412 eV
Model: charge=6 e, core=0.050 nm, S=0.150 nm
s,d core strengths = 437, -238 eV; Omega=0.014137 nm^3
surface density=184.096 nm^-3; eps_xc,mu_xc=-7.2515, -9.4502 eV
surface electrostatic energy=0.001272 eV
l,D,occupation: E(eV), R(S)^2(nm^-3), K(eV), P(GPa)
0, 0.0,1.00:  -6.0157,   1177.822,   1.1806,    17.729
2, 0.0,1.25:  -6.5538,    421.045,   0.7258,   -63.305
2,-1.0,1.25:  -4.7291,    239.280,   2.5505,   -29.018
2,-2.0,1.25:  -3.6489,    148.604,   3.6308,    -7.443
2,-3.0,1.25:  -2.9530,     99.549,   4.3266,     6.864
S=0.130 nm: 3P Omega formula / energy difference = -4.27178 / -4.27178 eV
S=0.150 nm: 3P Omega formula / energy difference = -19.89906 / -19.89906 eV
frozen-potential sum alone at 0.15 nm = -10.322 GPa
S(nm): P_s, P_d, P_total (GPa), total energy (eV)
0.13:   154.378,  -179.168,   -24.790, -268.55656
0.14:    61.134,  -130.134,   -69.000, -267.80920
0.15:    17.729,   -92.902,   -75.173, -266.58843
0.16:    -1.637,   -65.946,   -67.584, -265.23335
0.17:    -9.565,   -46.734,   -56.299, -263.91089
basis 24 to 30 shift = 1.976e-07 GPa
one d level at D=-1.5: pressure shift = 26.493 GPa
bcc constant=-0.895929; surface charge=2.6026 e; cell-shape P=1.000 GPa
mass-velocity pressure in soft model = 0.0176 GPa
chosen T=300 K, Grueneisen=2.0, state density=2.0/eV
thermal pressure: lattice=1.758, electrons=0.01661 GPa
```
